# The Mori–Ando sum rule for confined and interface phonons

## 1. What symmetry and dimensions allow

A well of material 1 fills \(|z|<d/2\), and material 2 fills both half-spaces outside it. Polar optical phonons produce an electrostatic potential that scatters electrons. Translation symmetry in the plane gives every mode a wave vector \(\mathbf q\), and reflection in \(z=0\) lets the modes be chosen even or odd.

We neglect retardation, the dispersion of bulk phonons and screening by free carriers, and take sharp interfaces between isotropic materials with one polar mode each. Alloys with two optical modes and uniaxial crystals such as wurtzites need a modified treatment. The phonon equations then contain no length except \(d\) and \(1/q\), so mode frequencies can depend on \(q\) through \(qd\) alone. The squared matrix element times the area \(A\) has dimension energy\(^2\) length\(^2\), which is \(e^2\) times an energy times a length. In Hartree atomic units (\(\hbar=e=m_e=1\)) we therefore write

\[
A|M_\nu|^2=c_\nu^2F_\nu ,\tag{1}
\]

where the strength \(c_\nu^2\) is an energy fixed by the dielectric functions and, for interface modes, also by \(qd\), and the form factor \(F_\nu\) is a length fixed by geometry and the electron wave functions.

The form factors of all modes will be shown to add up to the bulk form factor. It does not follow without further conditions that the total scattering lies between the values obtained with the bulk phonons of the two materials. Those conditions are derived below.

## 2. Lattice equations and the size of one quantum

In each material let \(\mathbf w\) be the scaled relative displacement of the ions, with

\[
\ddot{\mathbf w}=-\omega_T^2\mathbf w+\gamma\mathbf E,\qquad
\mathbf D=\varepsilon_\infty\mathbf E+4\pi\gamma\mathbf w,\qquad \mathbf E=-\nabla\phi .\tag{2}
\]

At frequency \(\omega\), \(\mathbf w=\gamma\mathbf E/(\omega_T^2-\omega^2)\), so \(\varepsilon=\varepsilon_\infty+4\pi\gamma^2/(\omega_T^2-\omega^2)\). Calling its zero \(\omega_L\) gives \(4\pi\gamma^2=\varepsilon_\infty(\omega_L^2-\omega_T^2)\) and

\[
\varepsilon(\omega)=\varepsilon_\infty\frac{\omega^2-\omega_L^2}{\omega^2-\omega_T^2},\qquad
\varepsilon_0=\varepsilon_\infty\frac{\omega_L^2}{\omega_T^2}.\tag{3}
\]

The potential energy is \(V=\tfrac12\int\omega_T^2w^2+\tfrac1{8\pi}\int\varepsilon_\infty E^2\). To check this, vary \(\mathbf w\). Since \(\mathbf E\) is a gradient and \(\delta\mathbf D\) has no divergence, \(\int\mathbf E\cdot(\varepsilon_\infty\delta\mathbf E+4\pi\gamma\,\delta\mathbf w)=0\). Hence \(\delta V=\int(\omega_T^2\mathbf w-\gamma\mathbf E)\cdot\delta\mathbf w\), which reproduces (2). The system is thus a set of harmonic oscillators with orthogonal modes.

For one mode put \(\mathbf w=\alpha\mathbf w_\nu e^{-i\omega t}+\text{c.c.}\) The mean kinetic energy is \(\omega^2|\alpha|^2\int|\mathbf w_\nu|^2\), and the total energy is twice that. Equating it to \(\omega|\alpha|^2\), so that \(|\alpha|^2\) counts quanta, gives \(\int|\mathbf w_\nu|^2=1/(2\omega)\). From (2) and the derivative of \(\varepsilon\),

\[
|\mathbf w_\nu|^2=\frac{\gamma^2|\nabla\phi_\nu|^2}{(\omega_T^2-\omega^2)^2},\qquad
\frac{d\varepsilon}{d\omega}=\frac{8\pi\gamma^2\omega}{(\omega_T^2-\omega^2)^2},
\]

and therefore

\[
\int\frac{d\varepsilon}{d\omega}\,|\nabla\phi_\nu|^2\,d^3r=4\pi .\tag{4}
\]

For a bulk longitudinal wave of wave vector \(\mathbf Q\) in volume \(V_0\), (4) gives \(|\phi|^2=B/(V_0Q^2)\) with

\[
B=\frac{4\pi}{\varepsilon'(\omega_L)}=\frac{2\pi(\omega_L^2-\omega_T^2)}{\varepsilon_\infty\omega_L}
=2\pi\omega_L\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right),\tag{5}
\]

the Fröhlich coupling. Modes with \(\phi=0\) oscillate at \(\omega_T\) and do not scatter electrons in this model.

## 3. The modes

Write \(\phi_\nu=(c_\nu/\sqrt A)\,u_\nu(z)e^{i\mathbf q\cdot\boldsymbol\rho}\), and normalize \(u_\nu\) with the inner product

\[
\langle u,v\rangle=\int_{-\infty}^{\infty}(u'v'+q^2uv)\,dz,\qquad \langle u_\nu,u_\nu\rangle=1 .\tag{6}
\]

The equation \(\nabla\cdot\mathbf D=0\) becomes \((\varepsilon u')'=q^2\varepsilon u\), with \(u\) and \(\varepsilon u'\) continuous. We assume that the two materials share none of the frequencies \(\omega_{Ln},\omega_{Tn}\).

**Confined modes.** Let \(\varepsilon_1(\omega)=0\), so \(\omega=\omega_{L1}\). Outside, \(u''=q^2u\) and \(u'=0\) at the interface. A decaying exponential with zero slope vanishes, so \(u=0\) outside and, by continuity, at both interfaces. Inside, any function with these boundary values is allowed. A convenient orthonormal choice is

\[
u_m=\sqrt{\frac2d}\,\frac{\sin[k_m(z+d/2)]}{\sqrt{q^2+k_m^2}},\qquad k_m=\frac{m\pi}d,\quad m=1,2,\dots\tag{7}
\]

If instead \(\varepsilon_2=0\), the well has \(u''=q^2u\) with zero slope at both ends. Multiplying by \(u\) and integrating gives \(\int(u'^2+q^2u^2)=0\), so \(u=0\) there. The barrier modes form a continuum \(\propto\sin[k(|z|-d/2)]\) on each side. By (4), all modes confined to material \(n\) have strength \(B_n\).

**Interface modes.** If neither \(\varepsilon_n\) vanishes, \(u''=q^2u\) in every layer. The even solution is \(N\cosh qz/\cosh(qd/2)\) inside and \(Ne^{-q(|z|-d/2)}\) outside. With \(t=\tanh(qd/2)\), the well contributes

\[
\frac{N^2q^2}{\cosh^2(qd/2)}\int_{-d/2}^{d/2}\cosh 2qz\,dz
=\frac{N^2q\sinh qd}{\cosh^2(qd/2)}=2qN^2t
\]

to \(\langle u,u\rangle\), and the two barriers contribute \(2qN^2\). The well's share is \(x_S=t/(1+t)\). For the odd solution \(\cosh\) and \(\sinh\) exchange roles inside, and \(t\) becomes \(1/t\). Thus

\[
x_S=\frac{1-e^{-qd}}2,\qquad x_A=\frac{1+e^{-qd}}2,\qquad
N_{S,A}^2=\frac{1\pm e^{-qd}}{4q}.\tag{8}
\]

For the even mode, continuity of \(\varepsilon u'\) requires \(t\varepsilon_1+\varepsilon_2=0\). Dividing by \(1+t\), and treating the odd mode in the same way, we get a single condition and, from (4), the strength:

\[
\bar\varepsilon(\omega)\equiv x\varepsilon_1(\omega)+(1-x)\varepsilon_2(\omega)=0,\qquad
c^2=\frac{4\pi}{\bar\varepsilon'(\omega)} .\tag{9}
\]

As a function of \(\omega^2\), \(\bar\varepsilon\) rises between its poles at \(\omega_{T1}^2\) and \(\omega_{T2}^2\). It has one zero between them and one above both, hence two branches \(\omega_\pm\) for each parity. If \(\omega_{L1}<\omega_{T2}\), then \(\bar\varepsilon(\omega_{L1})=(1-x)\varepsilon_2(\omega_{L1})>0\), so the lower branch lies between \(\omega_{T1}\) and \(\omega_{L1}\).

## 4. The sum rule

Let \(u\) be confined and \(v\) an interface function. Integrating by parts layer by layer,

\[
\langle u,v\rangle=\sum_{\rm layers}\Big([uv']+\int u(-v''+q^2v)\,dz\Big)=0,
\]

because \(u\) vanishes at the interfaces and \(v''=q^2v\) inside the layers. The even and odd interface functions are orthogonal by parity. The set is also complete: for any \(f\) of finite norm, a combination of the two interface functions matches \(f\) at \(z=\pm d/2\), and the remainder vanishes there and can be expanded in sine functions.

Now take \(K(z,z')=e^{-q|z-z'|}/(2q)\), which obeys \((-\partial_z^2+q^2)K=\delta(z-z')\). Integration by parts gives \(\langle u_\nu,K(\cdot,z')\rangle=u_\nu(z')\). These are the expansion coefficients of \(K\), so

\[
\sum_\nu u_\nu(z)u_\nu(z')=\frac{e^{-q|z-z'|}}{2q},\tag{10}
\]

with an integral over the barrier continuum understood. Each parity of interface function enters once, although it carries two frequencies.

For an electron transition with overlap density \(g(z)=\psi_f^*(z)\psi_i(z)\), define \(F_\nu=|\int g\,u_\nu\,dz|^2\). Then (10) gives

\[
F_1+F_2+F_S+F_A=F\equiv\iint g^*(z)g(z')\frac{e^{-q|z-z'|}}{2q}\,dz\,dz',\tag{11}
\]

where \(F_n\) collects the modes confined to material \(n\). The right side is the bulk form factor. Summing \(B/(V_0Q^2)\) over \(q_z\) brings in \(\int\frac{dq_z}{2\pi}\,e^{iq_z(z-z')}/(q^2+q_z^2)=e^{-q|z-z'|}/(2q)\), so bulk phonons give \(A\sum_{q_z}|M|^2=BF\). Equation (11) is the Mori–Ando sum rule. It contains no phonon frequency or dielectric constant.

With \(\Lambda=c_+^2+c_-^2\) for each parity, the total squared coupling is

\[
W=B_1F_1+B_2F_2+\Lambda_SF_S+\Lambda_AF_A .\tag{12}
\]

By (11), \(W/F\) is a weighted mean of \(B_1,B_2,\Lambda_S,\Lambda_A\) with non-negative weights. It lies between the bulk values for every \(g\) if \(\Lambda_S\) and \(\Lambda_A\) do.

## 5. When the interface strengths stay between the bulk values

Regarded as a function of \(\omega^2\), \(1/\bar\varepsilon\) has simple poles at \(\omega_\pm^2\), with residues \(2\omega_\pm/\bar\varepsilon'(\omega_\pm)=\omega_\pm c_\pm^2/2\pi\). It tends to \(1/\bar\varepsilon_\infty\) at high frequency. Setting \(\omega=i\xi\),

\[
h_\xi(x)\equiv\frac1{\bar\varepsilon_\infty}-\frac1{\bar\varepsilon(i\xi)}
=\sum_\pm\frac{\omega_\pm c_\pm^2}{2\pi(\omega_\pm^2+\xi^2)} .\tag{13}
\]

Since \(\int_0^\infty d\xi/(\omega^2+\xi^2)=\pi/2\omega\),

\[
\Lambda(x)=4\int_0^\infty h_\xi(x)\,d\xi .\tag{14}
\]

At thermal energy \(\tau=k_BT\), emission and absorption at the same \(q\) together carry the factor \(2n+1=\coth(\omega/2\tau)=2\omega\tau\sum_k(\omega^2+\xi_k^2)^{-1}\), where \(\xi_k=2\pi k\tau\) and \(k\) runs over all integers. Hence

\[
\sum_\pm c_\pm^2(2n_\pm+1)=4\pi\tau\sum_{k=-\infty}^{\infty}h_{\xi_k}(x).\tag{15}
\]

At \(x=1\) and \(x=0\) these expressions give the bulk values of materials 1 and 2. Because \(\bar\varepsilon\) is linear in \(x\), with \(\Delta_\xi=\varepsilon_1(i\xi)-\varepsilon_2(i\xi)\) and \(\Delta_\infty=\varepsilon_{\infty1}-\varepsilon_{\infty2}\),

\[
\frac{dh_\xi}{dx}=\frac{\Delta_\xi}{\bar\varepsilon(i\xi)^2}-\frac{\Delta_\infty}{\bar\varepsilon_\infty^2}.\tag{16}
\]

For \(\Delta_\infty\neq0\), a zero requires \([\bar\varepsilon(i\xi)/\bar\varepsilon_\infty]^2=\Delta_\xi/\Delta_\infty\). The ratio in brackets is a quotient of positive linear functions of \(x\), hence monotone, and the slope changes sign at most once. For \(\Delta_\infty=0\) it never does. Equal signs at the two ends therefore exclude a sign change between them.

This proves the bound: if (16) has one common sign at \(x=0\) and \(x=1\) for all \(\xi\), then \(\Lambda\) and the thermal sum (15) are monotone in \(x\), and the total coupling at fixed \(q\), weighted by \(2n+1\), lies between the two bulk values at every temperature. The same holds for emission alone, because the weight \(n+1\) gives half the sum of (14) and (15), which vary with \(x\) in the same direction. It need not hold for absorption alone, whose weight \(n\) gives half their difference: at low temperature an interface branch lying below both \(\omega_{L1}\) and \(\omega_{L2}\) is far more populated than either bulk phonon.

The condition is sufficient. At high temperature the term \(k=0\) dominates (15), and the weight becomes \(4\pi\tau h_0\). For this static weight, opposite nonzero end slopes produce an interior extremum beyond both bulk values. Since \(x_S\) covers \((0,\tfrac12)\) and \(x_A\) covers \((\tfrac12,1)\), some interface strength then leaves the interval.

Among 400 random material pairs, 270 met the condition on a frequency grid. All of these kept the interface strengths between the bulk values at the two temperatures tested. Of the remaining 130 pairs, at least 83 broke the bound. This is a lower limit, because only 21 values of \(x\) and two temperatures were sampled, and an excursion elsewhere goes unnoticed.

## 6. A worked well

Take \(d=10\) nm and round model parameters \((\varepsilon_\infty,\omega_T,\omega_L)\): \((11,33,36)\) for the well and \((8,45,50)\) for the barrier, frequencies in meV. Equation (5) gives \(B_1=3.28\) meV and \(B_2=7.46\) meV.

The condition of Section 5 can be checked by hand. Write \(\varepsilon_1(i\xi)=11(1+a)\) and \(\varepsilon_2(i\xi)=8(1+b)\), with \(a=207/(\xi^2+1089)\) and \(b=475/(\xi^2+2025)\). The slope (16) is negative at \(x=1\) if \((1+a)^2>1+(11a-8b)/3\), for which \(8b>5a\) suffices. It is negative at \(x=0\) if \((1+b)^2>1+(11a-8b)/3\), for which \(14b>11a\) suffices. The ratio \(b/a=(475/207)(\xi^2+1089)/(\xi^2+2025)\) is smallest at \(\xi=0\), where it is 1.23. This exceeds both \(5/8\) and \(11/14\), so the bound holds for this pair.

Let the electron occupy the lowest subband of an infinitely deep well, \(g=(2/d)\cos^2(\pi z/d)\). Then \(F_2=F_A=0\). At \(qd=1\), \(x_S=0.316\), the even branches lie at 33.90 and 48.33 meV, and \(\Lambda_S=0.923+4.741=5.664\) meV. With \(F_1/F=0.324\) and \(F_S/F=0.676\),

\[
\frac WF=0.324\times3.284+0.676\times5.664=4.89\ \text{meV}.
\]

At \(qd=0.5\) the ratio is 5.80 meV, and at \(qd=4\) it is 3.47 meV. Both limits follow from the formulas. For \(qd\to0\), \(x_S\to0\) and \(\Lambda_S\to B_2\), while the even interface function becomes constant across the well and takes the whole form factor: long waves see the barrier material. For \(qd\to\infty\), the interface functions decay away from the interfaces, the confined modes dominate, and \(W/F\to B_1\).

Direct diagonalization of the discretized equations (2) at \(qd=1\) gives four interface modes, at 33.903, 34.983, 46.525 and 48.327 meV, in agreement with (9) to the digits shown. The squared potential summed over all modes agrees with the formula within a relative error of \(4.3\times10^{-5}\) for \(|z|<3d\). Divided by \(K(z,z)\), it ranges from 4.56 to 7.45 meV there, within the bulk interval. The sum rule was also tested for an off-centre Gaussian density reaching into the barriers. At \(qd=1.3\) the four groups of modes sum to \(0.232915\,d\), equal to the bulk Fourier integral to all printed digits.

## 7. Two ways to leave the interval

**A polar slab in vacuum.** Put \(\varepsilon_2=1\), so \(B_2=0\), and keep material 1. Now \(\bar\varepsilon\) has one zero \(\omega_s\), and

\[
\frac1{\bar\varepsilon}=\frac{\omega^2-\omega_{T1}^2}{\bar\varepsilon_\infty(\omega^2-\omega_s^2)},\qquad
\omega_s^2=\frac{x\varepsilon_{\infty1}\omega_{L1}^2+(1-x)\omega_{T1}^2}{\bar\varepsilon_\infty}.
\]

The residue is \((\omega_s^2-\omega_{T1}^2)/\bar\varepsilon_\infty\). Equating it to \(\omega_s\Lambda/2\pi\) gives

\[
\Lambda=\frac{2\pi x\,\varepsilon_{\infty1}(\omega_{L1}^2-\omega_{T1}^2)}{\bar\varepsilon_\infty^2\,\omega_s}.\tag{17}
\]

At \(qd=1\), \(\bar\varepsilon_\infty=0.316\times11+0.684=4.16\) and \(\omega_s=35.5\) meV, so \(\Lambda_S=7.35\) meV. The same subband has \(W/F=0.324\times3.284+0.676\times7.353=6.03\) meV, above both bulk values, 0 and 3.28 meV. Compared with bulk material 1, the factor \(x\) reduces the ionic source, but the weaker electronic screening enters as \(1/\bar\varepsilon_\infty^2\) and outweighs it at \(qd=1\). For \(qd\to0\) the factor \(x_S\) wins, and \(\Lambda_S\) tends to zero.

**Different thresholds.** The bound concerns couplings at a common \(q\). A scattering rate also conserves energy, and the modes have different frequencies. For an electron of mass \(m\) and in-plane wave number \(k\), the zero-temperature rate is \(2\pi\sum_{\mathbf q}|M|^2\delta(kq\cos\theta/m-q^2/2m-\omega)\). The angular integral has two roots, each contributing \(m/(kq\sin\theta_q)\), so each mode or branch gives

\[
\Gamma=\frac m{\pi k}\int\frac{c^2F\,dq}{\sin\theta_q},\qquad
\cos\theta_q=\frac q{2k}+\frac{m\omega}{kq}\le1 .\tag{18}
\]

Here \(F\) is the form factor of that mode or group. With \(E=k^2/2m\), the smallest value of \(\cos\theta_q\) at fixed \(\omega\) is \(\sqrt{\omega/E}\), so emission requires \(\omega<E\).

Return to the well, barrier and subband of Section 6. For \(m=0.07\) and \(E=100\) meV, the confined modes contribute 3.54 ps\(^{-1}\), the lower interface branch 0.79 ps\(^{-1}\) and the upper one 2.17 ps\(^{-1}\). The total, 6.50 ps\(^{-1}\), lies between the bulk rates of 5.95 and 11.88 ps\(^{-1}\). At \(E=35\) meV both bulk rates vanish, since the bulk phonons cost 36 and 50 meV. The lower even branch can still be emitted for \(qd\) between about 2.2 and 2.9, where its energy is near 34.3 meV, and its rate is 1.00 ps\(^{-1}\). Near threshold, then, the golden-rule rate of this model can exceed both bulk estimates even though the coupling bound holds at every \(q\). The example treats the levels as sharp. Here the excess energy \(E-\omega\approx0.7\) meV is comparable to the width \(\hbar\Gamma\approx0.7\) meV, so in a real well these thresholds are smeared. Further values are in the numerical output.

## Computed values

```
well: eps_inf, w_T, w_L = 11, 33 meV, 36 meV
barrier: eps_inf, w_T, w_L = 8, 45 meV, 50 meV
well width = 10 nm, electron mass = 0.07 electron masses
static dielectric constant, well = 13.091
static dielectric constant, barrier = 9.877
bulk strengths B1, B2 = 3.2844, 7.4613 meV
lattice diagonalization at qd=1, interface modes (meV): 33.903 34.983 46.525 48.327
formula at qd=1, interface modes (meV): 33.903 34.983 46.525 48.327
largest relative error of coupling profile = 4.3e-05
lattice profile/bulk kernel, min and max = 4.564, 7.445 meV
Gaussian density, qd=1.3, centre 0.15 d, sigma 0.4 d; form factors / d:
  well confined 0.048631, barrier confined 0.002918
  interface S 0.175974, interface A 0.005392
  sum 0.232915, bulk Fourier integral 0.232915
lowest subband, symmetric interface modes:
 qd=0.5: x_S=0.1967, w-=33.561, w+=48.940 meV
   c2-=0.5769, c2+=5.6945, Lambda_S=6.2714 meV
   F_conf/F=0.1582, F_S/F=0.8418, W/F=5.7989 meV
 qd=1.0: x_S=0.3161, w-=33.903, w+=48.327 meV
   c2-=0.9234, c2+=4.7409, Lambda_S=5.6643 meV
   F_conf/F=0.3241, F_S/F=0.6759, W/F=4.8930 meV
 qd=2.0: x_S=0.4323, w-=34.238, w+=47.746 meV
   c2-=1.2652, c2+=3.8758, Lambda_S=5.1410 meV
   F_conf/F=0.6063, F_S/F=0.3937, W/F=4.0153 meV
 qd=4.0: x_S=0.4908, w-=34.408, w+=47.458 meV
   c2-=1.4407, c2+=3.4593, Lambda_S=4.9000 meV
   F_conf/F=0.8825, F_S/F=0.1175, W/F=3.4742 meV
antisymmetric at qd=1: x_A=0.6839, Lambda_A=4.1958 meV
monotonicity condition holds for the model pair: True
random pairs: 400; condition met: 270 (all obey the bound)
random pairs without the condition that break the bound: 83
random pairs used for the static criterion: 398
slab in vacuum, qd=1: Lambda_S=7.3532 meV, W/F=6.0346 meV
emission rates at 100 meV kinetic energy (1/ps):
  confined 3.5395, interface- 0.7929, interface+ 2.1713
  total 6.5037, bulk well 5.9459, bulk barrier 11.8752
emission rates at 35 meV kinetic energy (1/ps):
  interface- 1.0047, total 1.0047, bulk well 0.0000, bulk barrier 0.0000
```
